# Noodleman and Yamaguchi exchange estimates for the broken-symmetry Hubbard dimer

## Problem

Two electrons occupy two equivalent sites with one orbital each. The Hamiltonian is

$$H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1}^{2}n_{i\uparrow}n_{i\downarrow},\qquad t>0,\; U\ge 0 .$$

Write $u=U/t$ and define the gap $\Delta=E_T-E_S$ between the lowest triplet and the lowest singlet. In the spin model $J\,\mathbf S_1\cdot\mathbf S_2+\text{const}$ this gap equals $J$. The broken-symmetry (BS) energy $E_{BS}$ is the lowest energy of a determinant with one up and one down electron, each in its own orbital. If the two orbitals coincide, this is the restricted determinant, and the formulas below are still applied to it. The two estimates are

$$\Delta_N=2(E_T-E_{BS}),\qquad \Delta_Y=\frac{2(E_T-E_{BS})}{\langle S^2\rangle_T-\langle S^2\rangle_{BS}},$$

due to Noodleman (in its weak-overlap form) and Yamaguchi.

1. Find the exact gap.
2. Find the BS determinant and its energy.
3. Compute $\langle S^2\rangle_{BS}$ and both estimates.
4. Decide whether each estimate lies above or below the exact gap, and explain what $\Delta_Y$ represents.
5. Find how the relative errors vary over all $u$, and which estimate is closer.
6. Examine the limits of large and small $u$ and the point where the symmetry breaks.
7. Evaluate everything for $t=250$ meV, $U=2000$ meV.

## Solution

### 1. Exact gap

In the triplet state $c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle$ the Pauli principle forbids both hopping and double occupation, so $E_T=0$. Spin symmetry gives the other two triplet components the same energy.

For one up and one down electron let $|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle$. Either electron can hop, so

$$H|12\rangle=H|21\rangle=-t(|11\rangle+|22\rangle),\qquad H|ii\rangle=U|ii\rangle-t(|12\rangle+|21\rangle).$$

The combination $(|12\rangle-|21\rangle)/\sqrt2$ has zero energy and is the third triplet component. The combination $(|11\rangle-|22\rangle)/\sqrt2$ is a singlet of energy $U$. The remaining singlets are

$$|\text{cov}\rangle=\frac{|12\rangle+|21\rangle}{\sqrt2},\qquad |\text{ion}\rangle=\frac{|11\rangle+|22\rangle}{\sqrt2},$$

and in this basis

$$H=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.$$

The eigenvalue condition is $E(E-U)-4t^2=0$. With $E_S=-\Delta$ it becomes $\Delta^2+U\Delta-4t^2=0$, whose positive root belongs to the lower singlet:

$$\Delta=\frac{\sqrt{U^2+16t^2}-U}{2}.$$

Write the ground state as $|\text{cov}\rangle+r|\text{ion}\rangle$, up to normalization. The first row of the eigenvalue equation gives $-2tr=-\Delta$, so $r=\Delta/(2t)$.

### 2. The lowest determinant

Let the up orbital have site amplitudes $\phi_i$ and the down orbital $\chi_i$. The repulsion depends on their moduli alone, and for given moduli the hopping energy is lowest when the two amplitudes of each orbital have the same phase. It is therefore enough to take

$$\phi=(\cos a,\sin a),\qquad \chi=(\cos b,\sin b),\qquad 0\le a,b\le\pi/2 .$$

Define $x=\sin(a+b)$ and $y=\cos(a-b)$, both non-negative. The hopping energy is

$$-t(\sin2a+\sin2b)=-2t\sin(a+b)\cos(a-b)=-2txy .$$

The repulsion energy is

$$U(\cos^2a\cos^2b+\sin^2a\sin^2b)=\frac U2(1+\cos2a\cos2b),$$

and the product of cosines is

$$\cos2a\cos2b=\frac{\cos2(a+b)+\cos2(a-b)}2=\frac{(1-2x^2)+(2y^2-1)}2=y^2-x^2 .$$

Hence

$$E=-2txy+\frac U2(1-x^2+y^2),\qquad \frac{\partial E}{\partial x}=-2ty-Ux\le0 .$$

The minimum over $x$ is at $x=1$, or $b=\pi/2-a$, which is compatible with every $y$ between 0 and 1. Now $y=\cos a\cos b+\sin a\sin b$ is the overlap of the two orbitals. Calling it $s$,

$$E(s)=-2ts+\frac U2s^2,\qquad \frac{dE}{ds}=-2t+Us .$$

For $U\le2t$ the energy falls up to the end point $s=1$, where the orbitals coincide. For $U>2t$ the minimum is at $s=2t/U$. Substitution gives

$$E_{BS}=\begin{cases}-2t+U/2,&U\le2t,\\-2t^2/U,&U>2t.\end{cases}$$

### 3. Spin expectation value and estimates

For $S_z=0$, $S^2=S_-S_+$, so $\langle S^2\rangle$ is the squared norm of $S_+|\psi\rangle$, with $S_+=\sum_ic^\dagger_{i\uparrow}c_{i\downarrow}$. Anticommuting the operators gives

$$S_+|12\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle,\qquad S_+|21\rangle=-c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle,\qquad S_+|ii\rangle=0 .$$

For the determinant $\sum_{ij}\phi_i\chi_j|ij\rangle$ this yields

$$\langle S^2\rangle_{BS}=(\phi_1\chi_2-\phi_2\chi_1)^2=\sin^2(b-a)=1-s^2,$$

and therefore

$$\boxed{\langle S^2\rangle_{BS}=\begin{cases}0,&U\le2t,\\1-4t^2/U^2,&U>2t.\end{cases}}$$

The value tends to 1, midway between singlet (0) and triplet (2), when the electrons localize on different sites.

With $E_T=0$ and $\langle S^2\rangle_T=2$, Yamaguchi's denominator is $1+s^2$. Thus

$$U\le2t:\quad \Delta_N=4t-U,\qquad \Delta_Y=2t-\frac U2;$$

$$U>2t:\quad \Delta_N=\frac{4t^2}{U},\qquad \Delta_Y=\frac{4t^2/U}{1+4t^2/U^2}=\frac{4t^2U}{U^2+4t^2}.$$

### 4. What the estimates represent

With $b=\pi/2-a$, $|11\rangle$ and $|22\rangle$ each have amplitude $\cos a\sin a=s/2$, while $|12\rangle$ and $|21\rangle$ have amplitudes $\cos^2a$ and $\sin^2a$. Separating the symmetric and antisymmetric parts of the last two gives

$$|\psi_{BS}\rangle=\frac{|\text{cov}\rangle+s|\text{ion}\rangle}{\sqrt2}+\frac{\cos^2a-\sin^2a}{\sqrt2}\,\frac{|12\rangle-|21\rangle}{\sqrt2}.$$

The singlet weight is $(1+s^2)/2$ and the triplet weight $(1-s^2)/2$. Since $H$ does not mix spins and $E_T=0$,

$$E_{BS}=\frac{1+s^2}{2}E_{\text{proj}}\quad\Rightarrow\quad E_{\text{proj}}=\frac{2E_{BS}}{1+s^2}=-\Delta_Y,$$

where $E_{\text{proj}}$ is the energy of the normalized singlet part. In this model Yamaguchi's formula is thus spin projection of the BS determinant. The variational principle requires $E_{\text{proj}}\ge E_S$, hence $\Delta_Y\le\Delta$.

Equality would need $s=r$. Inserting $\Delta=2tr$ into the quadratic of part 1 gives $f(r)=r^2+\tfrac u2r-1=0$. But $f(s)=u/2$ for $u\le2$, where $s=1$, and $f(s)=4/u^2$ for $u>2$, where $s=2/u$. Both are positive for $u>0$, and $f$ increases for positive argument, so $s>r$. The projected state has too much ionic character, and $\Delta_Y<\Delta$ for every $U>0$. If $s$ were instead optimized after projection, it could take the value $r$, which lies between 0 and 1, and the gap would be exact.

Noodleman's formula assumes equal singlet and triplet weights, which holds for $s\to0$. Part 5 shows that $\Delta_N>\Delta$ throughout.

### 5. Relative errors over all $u$

Let $R=\sqrt{u^2+16}$. Since $(R-u)(R+u)=16$, the exact gap is $\Delta/t=8/(R+u)$.

**Yamaguchi, $u\le2$.** The ratio and its derivative are

$$\frac{\Delta_Y}{\Delta}=\frac{(4-u)(R+u)}{16},\qquad \frac{d}{du}\frac{\Delta_Y}{\Delta}=\frac{R+u}{16}\left(\frac{4-u}{R}-1\right),$$

where $d(R+u)/du=(R+u)/R$ was used. Because $(4-u)^2=R^2-8u<R^2$ for $u>0$, the ratio decreases.

**Yamaguchi, $u\ge2$.** Here

$$\frac{\Delta_Y}{\Delta}=\frac{u(R+u)}{2(u^2+4)},\qquad \frac{d}{du}\ln\frac{\Delta_Y}{\Delta}=\frac1u+\frac1R-\frac{2u}{u^2+4}=\frac1R-\frac{u^2-4}{u(u^2+4)} .$$

This is positive if $u^2(u^2+4)^2>(u^2-4)^2(u^2+16)$. The left side minus the right side is $128u^2-256$, which is positive for $u\ge2$, so the ratio increases.

The largest relative error therefore occurs at $U=2t$, where $R=2\sqrt5$ and

$$\frac{\Delta_Y}{\Delta}=\frac{1+\sqrt5}{4}\approx0.809,$$

an underestimate of 19.1% of the exact gap.

**Noodleman.** For $u\le2$, $\Delta_N=2\Delta_Y$, so its ratio to $\Delta$ falls from 2 to $(1+\sqrt5)/2\approx1.618$. For $u\ge2$,

$$\frac{\Delta_N}{\Delta}=\frac{R+u}{2u}=\frac{1+\sqrt{1+16/u^2}}2,$$

which falls towards 1 from above. The estimate is too large at every finite $u$.

**Which is closer?** For $u\le2$, Yamaguchi is closer if $1-\Delta_Y/\Delta<2\Delta_Y/\Delta-1$, that is, if $\Delta_Y/\Delta>2/3$. This holds, since the ratio is at least 0.809. For $u>2$, consider the midpoint of the estimates in units of $t$,

$$M=\frac12\left(\frac4u+\frac{4u}{u^2+4}\right)=\frac{4(u^2+2)}{u(u^2+4)} .$$

The function $g(z)=z^2+uz-4$ increases for $z>0$ and vanishes at $z=\Delta/t$. At the midpoint $uM-4=-8/(u^2+4)$, so

$$g(M)=\frac{16(u^2+2)^2}{u^2(u^2+4)^2}-\frac8{u^2+4}=\frac{8(u^4+4u^2+8)}{u^2(u^2+4)^2}>0 .$$

Thus $\Delta/t<M$, and the exact gap lies nearer the lower estimate, $\Delta_Y$. Yamaguchi is closer for all $U\ge0$.

The numerical output shows how wide the difficult region is. Yamaguchi's error exceeds 5% of the exact gap for $1.11<u<3.52$, whereas Noodleman's exceeds 5% for all $u<8.73$.

### 6. Limits and the symmetry-breaking point

For large $u$, expanding the square root and the fraction gives

$$\frac{\Delta}{t}=\frac4u-\frac{16}{u^3}+\frac{128}{u^5}-\dots,\qquad \frac{\Delta_Y}{t}=\frac4u-\frac{16}{u^3}+\frac{64}{u^5}-\dots,\qquad \frac{\Delta_N}{t}=\frac4u .$$

All three contain the superexchange result $4t^2/U$. Yamaguchi's estimate also has the correct next term, and its leading deficit is $64t/u^5$; Noodleman's leading excess is $16t/u^3$.

For small $u$,

$$\frac{\Delta}{t}=2-\frac u2+\frac{u^2}{16}+\dots,\qquad \frac{\Delta_Y}{t}=2-\frac u2,\qquad \frac{\Delta_N}{t}=4-u .$$

The determinant is now a pure singlet, so $E_T-E_{BS}$ is already a full gap estimate, and Noodleman's factor 2 counts it twice. Yamaguchi's denominator removes that factor.

At $u=2$ the exact gap is smooth, but $\Delta_Y$ has a kink. Its slope $d(\Delta_Y/t)/du$ is $-1/2$ on the left and $4(4-u^2)/(u^2+4)^2=0$ on the right. The slope of $\Delta_N/t$ is $-1$ on both sides, so the kink comes from the denominator: $\langle S^2\rangle_{BS}$ starts to rise with slope $8/u^3=1$.

### 7. Worked example

For $t=250$ meV and $U=2000$ meV, $u=8$ and the symmetry is broken:

$$s=\frac{2(250)}{2000}=0.25,\qquad \langle S^2\rangle_{BS}=1-0.25^2=0.9375,$$

$$E_{BS}=-\frac{2(250)^2}{2000}=-62.5\ \text{meV}.$$

The gaps are

$$\Delta_N=2(62.5)=125.0\ \text{meV},\qquad \Delta_Y=\frac{125.0}{2-0.9375}=117.6\ \text{meV},$$

$$\Delta=\frac{\sqrt{2000^2+16(250)^2}-2000}{2}=118.0\ \text{meV}.$$

In wavenumbers they are 1008, 949 and 952 cm$^{-1}$, respectively. Relative to the exact gap, Noodleman's estimate is 5.9% too high and Yamaguchi's 0.33% too low. The small remaining deficit reflects the ratio of ionic to covalent amplitude: $s=0.250$ in the projected state against $r=0.236$ in the exact one.

### Range of validity

The lower bound $\Delta_Y\le\Delta$ rests on three features of this model: the BS determinant contains only singlet and triplet parts, the triplet determinant has the exact triplet energy, and $E_{BS}$ is an expectation value of $H$. In a molecule with more electrons the BS determinant can also contain higher spins, the triplet determinant generally lacks correlation energy, and an approximate density functional does not give an expectation value of $H$. The argument for the bound then no longer applies, and the error of Yamaguchi's formula may have either sign.

## Computed results

```
Gaps in units of t; errors relative to exact gap
  U/t   <S^2>   exact    Nood.    Yama.   errN%   errY%
  0.0  0.0000  2.00000  4.00000  2.00000  100.00    0.00
  0.5  0.0000  1.76556  3.50000  1.75000   98.24   -0.88
  1.0  0.0000  1.56155  3.00000  1.50000   92.12   -3.94
  1.5  0.0000  1.38600  2.50000  1.25000   80.38   -9.81
  2.0  0.0000  1.23607  2.00000  1.00000   61.80  -19.10
  2.5  0.3600  1.10850  1.60000  0.97561   44.34  -11.99
  3.0  0.5556  1.00000  1.33333  0.92308   33.33   -7.69
  4.0  0.7500  0.82843  1.00000  0.80000   20.71   -3.43
  6.0  0.8889  0.60555  0.66667  0.60000   10.09   -0.92
  8.0  0.9375  0.47214  0.50000  0.47059    5.90   -0.33
 12.0  0.9722  0.32456  0.33333  0.32432    2.70   -0.07
 20.0  0.9900  0.19804  0.20000  0.19802    0.99   -0.01
Worst Yamaguchi error at U/t = 2.0
Yamaguchi/exact there = 0.80902
Noodleman/exact there = 1.61803
Yamaguchi error is 5% at U/t = 1.113 and 3.517
Noodleman error is 5% at U/t = 8.729
(exact-Yama.)(U/t)^5 at U/t=40: 63.37 t
(Nood.-exact)(U/t)^3 at U/t=40: 15.920 t
(exact-Yama.)/(U/t)^2 at U/t=0.1: 0.06249 t
Yamaguchi slope just below U/t=2: -0.5000
Yamaguchi slope just above U/t=2: -0.0037
Example: t = 250 meV, U = 2000 meV, U/t = 8.0
Orbital overlap s = 0.25000
<S^2> broken symmetry = 0.93750
<S^2> triplet = 2.00000
Triplet weight in BS state = 0.46875
E_BS = -62.500 meV
E_singlet exact = -118.034 meV
E_singlet projected = -117.647 meV
Exact gap = 118.034 meV = 952.0 cm^-1
Noodleman gap = 125.000 meV = 1008.2 cm^-1
Yamaguchi gap = 117.647 meV = 948.9 cm^-1
Ionic/covalent amplitude, exact = 0.23607
Ionic/covalent amplitude, projected = 0.25000
```
